# Layer order in hydrogen permeation through a glaze and a metal

## Question

Hydrogen gas at pressure $p_0$ stands on one side of a flat wall, with vacuum on the other. The wall has two layers in perfect contact. In one layer hydrogen dissolves as molecules, with concentration $c=Kp$. In the other it dissolves as atoms, with concentration $c=S\sqrt p$ (Sieverts' law). Temperature is uniform and fixed, the solutions are dilute, the diffusivities are constant, and every surface is in local equilibrium. The flux $J$ counts H$_2$ molecules per unit area and time.

**(a)** Derive the steady flux through each layer in terms of the pressures at its two faces. Say what "pressure" means at the interface between the layers.

**(b)** Both layer coefficients and $p_0$ equal 1 in suitable units. Find the flux for each order of the layers.

**(c)** Explain physically why the order matters, and show that it would not matter if both layers obeyed the same law.

**(d)** For general coefficients, find both fluxes. Which order passes more hydrogen, and how large can the difference become as a fraction of the larger flux?

**(e)** A silica-rich glaze 50 µm thick covers one face of a 1 mm austenitic steel wall at 673 K, with $p_0=10^5$ Pa. Take rough permeabilities of $4\times10^{-16}$ mol/(m s Pa) for the glaze and $3\times10^{-12}$ mol/(m s Pa$^{0.5}$) for the steel. Compare the two positions of the glaze.

**(f)** Estimate how finite surface reaction rates, pinholes and other neglected effects alter the answer to (e).

## Model answers

### (a) The two flux laws

At steady state no hydrogen accumulates, so the flux $-D\,dc/dx$ is the same at every depth. With constant $D$ the concentration profile is a straight line. For a molecular layer of thickness $L$ with face pressures $p_1$ and $p_2$,

$$J=\frac{D(c_1-c_2)}{L}=a(p_1-p_2),\qquad a=\frac{DK}{L}.$$

In the atomic layer $D(c_1-c_2)/L$ counts atoms. Two atoms make one molecule, so

$$J=\frac{D(c_1-c_2)}{2L}=b(\sqrt{p_1}-\sqrt{p_2}),\qquad b=\frac{DS}{2L}.$$

The square root comes from the equilibrium H$_2\rightleftharpoons$ 2H, which requires $\mu_{\mathrm{H_2}}=2\mu_{\mathrm H}$. For an ideal gas $\mu_{\mathrm{H_2}}$ contains $RT\ln p$, and for a dilute solution $\mu_{\mathrm H}$ contains $RT\ln c$. Hence $\ln p=2\ln c+\text{const}$, or $c\propto\sqrt p$.

No gas need be present at the interface. Its pressure $p_i$ is that of the gas which would be in equilibrium with the hydrogen there. Local equilibrium makes this value the same on both sides, although the concentration generally jumps.

### (b) Unit coefficients

**Linear layer upstream.** The same flux crosses both layers:

$$J=1-p_i,\qquad J=\sqrt{p_i}-0 .$$

The second equation gives $p_i=J^2$. Inserting this in the first gives

$$J^2+J-1=0,\qquad J=\frac{-1+\sqrt5}{2}=0.618 .$$

The other root is negative and cannot equal $\sqrt{p_i}$.

**Sieverts layer upstream.** Now

$$J=1-\sqrt{p_i},\qquad J=p_i-0 .$$

With $s=\sqrt{p_i}=\sqrt J$ this becomes $s^2=1-s$, the same quadratic, now for the square root of the flux. Thus $s=0.618$ and

$$J=s^2=1-s=\frac{3-\sqrt5}{2}=0.382 .$$

Reversing the layers therefore changes the flux from 0.618 to 0.382. The interface pressure is 0.382 in both cases, because both pairs of equations reduce to $1-p_i=\sqrt{p_i}$ when the coefficients are equal and $p_0=1$.

### (c) Why the order matters

Define a layer's resistance as pressure drop divided by flux. For the linear layer it is $1/a$, whatever the pressure. For the Sieverts layer, factor the pressure drop as $p_1-p_2=(\sqrt{p_1}-\sqrt{p_2})(\sqrt{p_1}+\sqrt{p_2})$, so that

$$\frac{p_1-p_2}{J}=\frac{\sqrt{p_1}+\sqrt{p_2}}{b}.$$

This resistance is lower at low pressure. In the unit case the downstream Sieverts layer works between 0.382 and 0, with resistance $\sqrt{0.382}=0.618$. Upstream it works between 1 and 0.382, with resistance $1+0.618=1.618$. Adding the linear layer's resistance of 1 gives totals of 1.618 and 2.618, and the total pressure drop of 1 divided by these gives 0.618 and 0.382.

If both layers obey the linear law, with coefficients $a_1$ and $a_2$, adding their pressure drops gives $J(1/a_1+1/a_2)=p_0$. If both obey Sieverts' law, adding the drops in $\sqrt p$ gives $J(1/b_1+1/b_2)=\sqrt{p_0}$. Both expressions are unchanged when the labels 1 and 2 are exchanged. The order effect here thus needs two different laws, not merely two different coefficients.

### (d) General coefficients

Let

$$r=\frac{b\sqrt{p_0}}{a\,p_0}=\frac{b}{a\sqrt{p_0}},$$

the ratio of the flux through the Sieverts layer alone to that through the linear layer alone.

**Linear layer upstream.** Write $y=\sqrt{p_i/p_0}$. Then $a(p_0-p_i)=b\sqrt{p_i}$, and division by $ap_0$ gives $1-y^2=ry$. The positive root and the flux are

$$y=\frac{-r+\sqrt{r^2+4}}{2},\qquad J_{\rm L}=b\sqrt{p_0}\,y=ap_0\,ry .$$

**Sieverts layer upstream.** Write $s=\sqrt{p_i/p_0}$ for this order. Then $b(\sqrt{p_0}-\sqrt{p_i})=ap_i$, and the same division gives $r(1-s)=s^2$. Hence

$$s=\frac{-r+\sqrt{r^2+4r}}{2},\qquad J_{\rm S}=ap_0\,s^2 .$$

**Which is larger?** Consider $f(z)=z/r+\sqrt z$, which increases with $z$. For $z=J_{\rm S}/(ap_0)=s^2$, the equation for $s$ gives $f=s^2/r+s=1$. For $z=J_{\rm L}/(ap_0)=ry=1-y^2$,

$$f=y+\sqrt{1-y^2}>y^2+(1-y^2)=1,$$

since a number between 0 and 1 exceeds its square. As $f$ is increasing, $J_{\rm L}>J_{\rm S}$ for every positive $r$: in this model the wall passes more hydrogen with the linear layer upstream.

**How large is the difference?** Let $Q=J_{\rm S}/J_{\rm L}=s^2/(ry)$. Differentiating $y^2+ry=1$ gives $(2y+r)\,dy=-y\,dr$, so

$$\frac{d\ln(ry)}{d\ln r}=1-\frac{r}{2y+r}=\frac{2y}{2y+r}.$$

Differentiating $s^2+rs=r$ gives $(2s+r)\,ds=(1-s)\,dr$. Using $r(1-s)=s^2$,

$$\frac{d\ln s^2}{d\ln r}=\frac{2r(1-s)}{s(2s+r)}=\frac{2s}{2s+r}.$$

Subtracting the first result from the second,

$$\frac{d\ln Q}{d\ln r}=\frac{2s}{2s+r}-\frac{2y}{2y+r}=\frac{2r(s-y)}{(2s+r)(2y+r)} .$$

The sign is that of $s-y$. The function $z^2+rz$ increases for positive $z$; it equals $r$ at $z=s$ and 1 at $z=y$. Therefore $s<y$ for $r<1$ and $s>y$ for $r>1$. The ratio $Q$ falls until $r=1$ and rises afterwards, so its global minimum is $Q=0.618$ at $r=1$. Reversal can lower the flux by at most 38.2 %, and the unit case of (b) is where this happens.

**Limits.** For small $r$ the Sieverts layer controls the flux. Then $s\approx\sqrt r$ and $y\approx1$, so $Q=(1-s)/y\approx1-\sqrt r$. For large $r$ the linear layer controls. Then $1-s\approx1/r$ and $ry\approx1$, so $Q\approx1-2/r$. At $r=0.01$ and $r=100$ these estimates give 0.90 and 0.98, against full values of 0.909 and 0.981. The order effect vanishes in both limits, but only slowly for small $r$: at $r=0.1$ reversal still lowers the flux by 23 %.

### (e) Glaze on steel

Dividing permeability by thickness,

$$a=\frac{4\times10^{-16}}{50\times10^{-6}}=8\times10^{-12}\ \frac{\rm mol}{\rm m^2\,s\,Pa},\qquad b=\frac{3\times10^{-12}}{10^{-3}}=3\times10^{-9}\ \frac{\rm mol}{\rm m^2\,s\,Pa^{0.5}} .$$

With $\sqrt{p_0}=316$ Pa$^{0.5}$, $r=1.19$, close to the value of strongest order effect. The formulas of (d) give $y=0.570$ and $s=0.647$, hence

- glaze upstream: $J=9.49\times10^{-7}\times0.570=5.4\times10^{-7}$ mol/(m² s), or 44 cm³(STP)/(m² h), with $p_i=3.2\times10^4$ Pa;
- glaze downstream: $J=8\times10^{-7}\times0.647^2=3.3\times10^{-7}$ mol/(m² s), or 27 cm³(STP)/(m² h), with $p_i=4.2\times10^4$ Pa.

The ratio is 0.62. It lies so near the extreme value only because the assumed permeabilities give $r\approx1$: a glaze permeability three times lower gives $r=3.6$ and a ratio of 0.71, and one ten times lower gives $r=12$ and 0.87. Bare steel would pass $9.5\times10^{-7}$ mol/(m² s).

The lower flux has a price. With the glaze downstream, the upstream face of the steel is in equilibrium with the full $p_0$. With an intact glaze upstream, the highest hydrogen concentration in the steel is smaller by the factor $y=0.57$. At the stated conditions, the downstream position suits a limit on leakage and the upstream position a limit on hydrogen in the steel.

### (f) What the estimate leaves out

**Surface reactions.** Let each face of the steel pass a net flux $k$ times the difference between the equivalent pressures just outside and just inside it. Each face then costs a pressure drop $J/k$. For the glaze upstream and downstream respectively,

$$J=b\left(\sqrt{p_0-\frac Ja-\frac Jk}-\sqrt{\frac Jk}\right),\qquad J=b\left(\sqrt{p_0-\frac Jk}-\sqrt{\frac Ja+\frac Jk}\right).$$

For an assumed $k=10^{-9}$ mol/(m² s Pa) the fluxes change by −6.6 % and −0.6 %; for $k=10^{-10}$, by −21.5 % and −5.9 %, all relative to (e). The upstream glaze suffers more because the steel then faces vacuum, where a small pressure $J/k$ has a comparatively large square root. With the glaze downstream, $J/k$ merely adds to the larger $J/a$. At the slower rate the flux ratio rises from 0.62 to about 0.74, so the order effect weakens. This assumes the same $k$ on both faces. A slow bare face, for instance an oxidised one, is itself a linear resistance: the two positions become mirror images when $1/k_{\rm bare}=1/a+1/k_{\rm buried}$, and for a still slower bare face the ranking of (e) reverses. With a fast buried face and $k_{\rm bare}=3\times10^{-12}$ mol/(m² s Pa) the ratio is 1.09.

**Pinholes.** Let a hole of radius $R$ expose steel of permeability $\Phi$, with a difference $\Delta$ in $\sqrt p$ between the hole and the distant steel. If $R$ is much smaller than the wall thickness and the hole spacing, the steel acts as a half-space. The flux density over the hole is

$$q(\rho)=\frac{2\Phi\Delta}{\pi\sqrt{R^2-\rho^2}},\qquad \int_0^R q\,2\pi\rho\,d\rho=4\Phi R\Delta .$$

This density must hold the whole disc at the uniform value $\Delta$. A point source $I$ on the surface contributes $I/(2\pi\Phi d)$ at distance $d$, so the value at the centre is $\int_0^R q\,d\rho/\Phi=\Delta$. Numerical integration at $\rho/R=0.2$, 0.5 and 0.8 also gives $\Delta$, within a relative error of $10^{-5}$.

For $n$ holes per unit area the added coefficient is $\ell=4\Phi Rn$. Treating the holes as a path parallel to the glaze, the balances are

$$a(p_0-p_i)+\ell(\sqrt{p_0}-\sqrt{p_i})=b\sqrt{p_i},\qquad b(\sqrt{p_0}-\sqrt{p_i})=ap_i+\ell\sqrt{p_i}$$

for the glaze upstream and downstream. One hole of radius 10 µm per mm² opens 0.031 % of the area, yet raises the fluxes by roughly 1.5 % and 3.5 %, because hydrogen spreads sideways in the steel. With the glaze upstream and fast surface reactions, the steel exposed in a hole is also in equilibrium with the full $p_0$, so the lower concentration found in (e) is lost there.

These figures assume fast surface reactions in the holes. The mean flux density over a hole, $4\Phi\Delta/(\pi R)$, is 5 to $8\times10^{-5}$ mol/(m² s). At $k=10^{-9}$ mol/(m² s Pa) this would require a pressure drop of 5 to $8\times10^4$ Pa at the surface, comparable with or larger than the pressure differences available. Slow surface reactions therefore make the pinhole effect considerably smaller.

**Temperature and time.** With rough activation energies of 40 kJ/mol (glaze) and 60 kJ/mol (steel), going from 623 K to 723 K raises the upstream-glaze flux from $2.6\times10^{-7}$ to $9.9\times10^{-7}$ mol/(m² s). The ratio stays between 0.618 and 0.628 (0.619 at 623 K, 0.628 at 723 K), since $r$ runs from 0.89 to 1.52 across the minimum of $Q$. For a rough steel diffusivity of $6\times10^{-11}$ m²/s, the time scale $L^2/D$ is $1.7\times10^4$ s, so a steady reading takes hours. Gas non-ideality ($3\times10^{-4}$, relative) and the steel's loading ($2\times10^{-4}$ H per metal atom) are negligible here.

**The real case.** The permeabilities are rough values for silica-like glass and austenitic steel, and a real glaze may differ considerably with its composition. The assumptions most exposed in practice are clean steel surfaces and an intact glaze. Surface oxide can change $k$ by orders of magnitude, and silica-rich glass and austenitic steel differ greatly in thermal expansion, so temperature changes, including cooling after firing, can crack or detach the glaze. The percentages above treat surface reactions and pinholes separately, each for its assumed $k$ or hole density; a cracked glaze could depart much further from (e). The program lists the rough input values.

## Numbers as computed

```
UNIT CASE (dimensionless)
flux, linear layer upstream: 0.6180
flux, Sieverts layer upstream: 0.3820
interface pressure, linear / Sieverts upstream: 0.3820 / 0.3820
Sieverts-layer resistance, downstream / upstream: 0.6180 / 1.6180
two Sieverts layers (coefficients 1, 2), both orders: 0.6667 / 0.6667
two linear layers (coefficients 1, 2), both orders: 0.6667 / 0.6667
smallest flux ratio over all r: 0.6180 at r = 1.0000
flux ratio at r = 0.01: 0.9094
flux ratio at r = 0.1: 0.7672
flux ratio at r = 10: 0.8475
flux ratio at r = 100: 0.9806
EXAMPLE: silica-rich glaze on austenitic steel, rough values
temperature: 673 K; upstream pressure: 1e+05 Pa
glaze: 50 um, permeability 4.0e-16 mol/(m s Pa)
steel: 1 mm, permeability 3.0e-12 mol/(m s Pa^0.5)
a = 8.00e-12 mol/(m2 s Pa); b = 3.00e-09 mol/(m2 s Pa^0.5)
r = 1.186; pressure at which r = 1: 1.406e+05 Pa
bare steel flux: 9.487e-07 mol/(m2 s)
glaze upstream: flux 5.404e-07 mol/(m2 s) = 43.6 cm3(STP)/(m2 h)
glaze upstream: interface pressure 3.245e+04 Pa
glaze downstream: flux 3.349e-07 mol/(m2 s) = 27.0 cm3(STP)/(m2 h)
glaze downstream: interface pressure 4.186e+04 Pa
flux ratio, glaze downstream / upstream: 0.620
NEGLECTED EFFECTS (change of flux, glaze upstream / downstream)
surface rate 1e-09 mol/(m2 s Pa): -6.6 % / -0.6 %
surface rate 1e-10 mol/(m2 s Pa): -21.5 % / -5.9 %
pinholes: radius 10 um, 1 per mm2, open area 0.031 %
pinholes: 1.5 % / 3.5 %
rough activation energies, glaze / steel: 40 / 60 kJ/mol
at 623 K: r = 0.890, fluxes 2.61e-07 / 1.61e-07 mol/(m2 s), ratio 0.619
at 723 K: r = 1.518, fluxes 9.88e-07 / 6.21e-07 mol/(m2 s), ratio 0.628
gas non-ideality, relative: 2.9e-04
rough diffusivities, glaze / steel: 2e-11 / 6e-11 m2/s
hydrogen atoms per metal atom at 1e+05 Pa: 2.3e-04
diffusion time L^2/D, glaze / steel: 125 / 16667 s
```
